# The QM/MM-Ewald Correction: Derivation and Stability with Mulliken Charges, part 2

A neutral cubic cell (side $L$, volume $V=L^3$) repeats periodically, with a conducting boundary at infinity. It holds a QM region (nuclei $Z_\alpha$ at $\mathbf R_\alpha$), treated by closed-shell Hartree-Fock (RHF), and fixed MM charges $q_j$ at $\mathbf R_j$. The QM/MM-Ewald correction $\Delta E$ of Nam, Gao and York uses atomic charges $Q_\alpha$; we study the stability of its Mulliken form. Exchange and overlap between images are neglected. Units are Gaussian, charges are in units of $e$, numbers in hartree and bohr.

A unit charge has periodic potential $\psi$, and $\omega=\psi-1/r$. From (a),
$$\omega(\mathbf r)=\omega(0)+\frac{2\pi r^2}{3V}+O(r^4/L^5).$$
From (b), $E=E^{RS}+\Delta E$, with $E^{RS}$ the real-space energy, $\theta_j=1$ inside the MM cutoff and 0 outside, and
$$\Delta E=\tfrac12e^2\sum_{\alpha\beta}Q_\alpha Q_\beta\,\omega(\mathbf R_{\alpha\beta})+e^2\sum_\alpha Q_\alpha\phi(\mathbf R_\alpha),\qquad\phi(\mathbf r)=\sum_jq_j\Big[\psi(\mathbf r-\mathbf R_j)-\frac{\theta_j}{|\mathbf r-\mathbf R_j|}\Big].$$
From (d), with overlap matrix $S$, density matrix $P=2\sum_i c_ic_i^T$, one-electron matrix $h$, Coulomb minus half exchange $G$, and $Q_\alpha=Q_\alpha^0-\mathrm{tr}(PW_\alpha)$,
$$U_\alpha=e^2\Big[\sum_\beta\omega_{\alpha\beta}Q_\beta+\phi(\mathbf R_\alpha)\Big],\qquad F=h+G(P)-\sum_\alpha U_\alpha W_\alpha ,$$
the last term being $\Delta F$. With $\Pi_\alpha$ selecting atom $\alpha$'s functions, $W_\alpha=\tfrac12(\Pi_\alpha S+S\Pi_\alpha)$ (Mulliken) or $S^{1/2}\Pi_\alpha S^{1/2}$ (Löwdin). Potential-fitted (ESP) charges use $Q=\sum_ku_k\Phi_k/\sum_ku_k^2$, with $\Phi_k$ the potential at point $\mathbf r_k$ and $u_k=1/r_{kA}-1/r_{kB}$. For a neutral diatomic, $Q_A=-Q_B=Q$:
$$\Delta E=Q\,\Delta\phi-aQ^2,\qquad a=e^2[\omega(R)-\omega(0)],\qquad\Delta\phi=e^2(\phi_A-\phi_B),$$
and $U_A-U_B=\Delta\phi-2aQ$.

From (e), $W_Ac=\lambda Sc$ gives populations $\lambda$ on A. For Mulliken charges
$$W_A=\tfrac12S+J,\quad J=\tfrac12\begin{pmatrix}S_{AA}&0\\0&-S_{BB}\end{pmatrix},\quad\lambda=\frac12\pm\frac1{2\sin\theta_k},$$
with $\theta_k$ the principal angles between the function spaces of A and B, and $f_A,f_B$ a normalised principal pair. Löwdin $\lambda$ is 0 or 1. The Mulliken width of $\Delta F$ is $|U_A-U_B|/\sin\theta_{\min}$.

The examples use Be$_2$ on the $z$ axis, A at $-R/2$, B at $+R/2$, $R=5$, $L=30$, $a=2.0197\times10^{-3}$. Example A (6-31G, four MM charges, cutoff 12) has $\Delta\phi=0.011938$ and $U_A-U_B=0.012080$; the SCF moves $Q$ from $0.08771$ to $-0.03504$. Example B has no MM charges and adds one $sp$ shell of exponent $\zeta$ per atom. In the program output, `dE/dkappa` refers to $E^{RS}+\kappa\Delta E$.

**(f) For equal diffuse Gaussian shells on the two atoms and $y=\zeta R^2\ll1$, find $\lambda_{\max}$ for an $s$ shell and for an $sp$ shell, and decide whether the growth is physical.**

*Solution.* The measure is the dipole. The Mulliken dipole operator is $-\tfrac R2W_A+\tfrac R2W_B=-RJ$, with largest eigenvalue $R(\lambda_{\max}-\tfrac12)$, to be compared with the largest eigenvalue of $z$ in the same basis.

Two normalised $s$ Gaussians overlap by $e^{-y/2}$, so $\sin^2\theta=1-e^{-y}$. The matrix of $z$ has diagonal $\mp R/2$ and zero off-diagonal element, because the product of the two functions is even in $z$. This is exactly $-RJ$. At $y=0.1$, $\lambda-\tfrac12=1.6208$ and the tested dipole ratio is 1. The growth as $1/(2\sqrt y)$ reflects only the size of the functions.

For the $sp$ shell, the $p_x$ and $p_y$ pairs have the $z$ dependence of the $s$ pair, and the new case is $s,p_z$. Factor out the Gaussian $g_0$ at the midpoint: $e^{-\zeta(z\pm R/2)^2}\propto e^{-\zeta z^2}e^{\mp\zeta Rz}$. With $u=2\sqrt\zeta\,z$ the weight $g_0^2$ is the standard normal density, and $\zeta Rz=ku$ with $k=\sqrt y/2$. The space of A is $f_A=(\alpha+\beta u)e^{-ku}$, and reflection $\mathcal R:u\to-u$ maps it onto that of B. The form $\langle f|\mathcal Rg\rangle$ is symmetric on the space of A; its eigenvectors give principal pairs $f_B=\pm\mathcal Rf_A$, and $\|f_A-f_B\|=2\sin(\theta/2)\,\|f_A\|$. The difference is twice the odd or twice the even part of $f_A$.

The even part is $\alpha-(\beta k-\alpha k^2/2)u^2+\dots$. Its component along $u^2-1$ is much below order $k$ only if $\beta\ll1$, and then normalisation makes the constant component of order 1; this angle is therefore of order $k$. The odd part is
$$\beta u\cosh ku-\alpha\sinh ku=(\beta-\alpha k)u+\Big(\frac{\beta k^2}2-\frac{\alpha k^3}6\Big)u^3+\dots$$
Take $\alpha=1$, $\beta=k+O(k^3)$. The cubic coefficient is $k^3/3$. Writing $u^3=(u^3-3u)+3u$, the $O(k^3)$ part of $\beta$ cancels the piece along $u$, leaving the orthogonal piece with $\langle(u^3-3u)^2\rangle=15-18+9=6$. This is the $[1/1]$ Padé cancellation $(1+ku)/(1-ku)\approx e^{2ku}$. Thus
$$\theta_{\min}\to\frac{2\sqrt6\,k^3}{3}=\frac{y^{3/2}}{\sqrt{24}},\qquad\lambda_{\max}-\tfrac12\to\sqrt6\,y^{-3/2}.$$
The tested ratio of computed to predicted value extrapolates to $0.99999$.

The four functions solve $(d^2/du^2-k^2)^2f=0$, so as $k\to0$ they span the cubic polynomials. In normalised Hermite polynomials $u$ is tridiagonal with elements $1,\sqrt2,\sqrt3$ and characteristic polynomial $u^4-6u^2+3$, whose largest root is $\sqrt{3+\sqrt6}=2.334$. The largest true dipole is $2.334/(2\sqrt\zeta)$, and the ratio of Mulliken to true dipole tends to $2\sqrt6/(2.334\,y)=2.10/y$. At $y=0.1$ this leading form gives 21.0 and the program 20.8. The excess is an artefact of the partition. For Be$_2$ with $\zeta=0.005$, $y=0.125$ and the isolated shell gives $\sin\theta\approx0.0090$; added functions can only reduce the smallest angle, and the full basis has $0.00869$.

**(g) Show how the QM-image term depends on the charge dipole, and derive the condition under which the symmetric RHF solution of a homonuclear dimer in its own images is a local minimum.**

*Solution.* For $\sum_\alpha Q_\alpha=0$ the constant $\omega(0)$ drops out, and with $\boldsymbol\mu_Q=e\sum_\alpha Q_\alpha\mathbf R_\alpha$,
$$\frac{e^2}{2}\,\frac{2\pi}{3V}\sum_{\alpha\beta}Q_\alpha Q_\beta\,(R_\alpha^2+R_\beta^2-2\mathbf R_\alpha\cdot\mathbf R_\beta)=-\frac{2\pi}{3V}\mu_Q^2 .$$
At leading order in size over $L$ the term is concave and rewards any dipole of the charges. For the dimer the exact $a$ exceeds $2\pi e^2R^2/3V=1.939\times10^{-3}$ hartree by 4%, of the order $(R/L)^2$ expected from (a).

Without MM charges, inversion symmetry gives $Q=0$ for the isolated RHF solution, hence $U_\alpha=0$ and $\Delta F=0$: it is stationary for the full functional. Work in its canonical orbitals ($i,j$ occupied, $a,b$ virtual) with $D=P/2$, and rotate: $D=e^KD_0e^{-K}$, $K_{ai}=-K_{ia}=\kappa_{ia}$. The commutator series gives $D^{(1)}_{ai}=D^{(1)}_{ia}=\kappa_{ia}$, $D^{(2)}_{ij}=-\sum_a\kappa_{ia}\kappa_{ja}$ and $D^{(2)}_{ab}=\sum_i\kappa_{ia}\kappa_{ib}$. The energy is $2\,\mathrm{tr}(Dh)+\sum D_{pq}D_{rs}[2(pq|rs)-(pr|qs)]$, with $e^2$ inside the integrals. At second order, $2\,\mathrm{tr}(FD^{(2)})=2\sum(\varepsilon_a-\varepsilon_i)\kappa_{ia}^2$. In the term quadratic in $D^{(1)}$ each factor has two index orders; the four combinations give $8(ia|jb)$ from Coulomb and $-2(ij|ab)-2(ib|ja)$ from exchange. So
$$E^{RS}-E_0=2\kappa^TH\kappa,\qquad H_{ia,jb}=(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab}+4(ia|jb)-(ij|ab)-(ib|ja).$$
$H$ is assumed positive definite, which the program tests. The charge is $Q=-2\,\mathrm{tr}(D^{(1)}W_A)=-4\kappa\cdot m$ at first order, with $m_{ia}=c_i^TW_Ac_a$.

A perturbation $vQ$ gives $2\kappa^TH\kappa-4v\,\kappa\cdot m$, minimal at $\kappa=vH^{-1}m$, so $Q=-\chi v$ with $\chi=4m^TH^{-1}m$. Replacing $W_A$ by the matrix of $ez$ turns $\chi$ into the axial polarisability $\alpha$. With images, the second-order energy is $2\kappa^TH\kappa-16a(\kappa\cdot m)^2$. The Cauchy-Schwarz inequality $(\kappa\cdot m)^2\le(\kappa^TH\kappa)(m^TH^{-1}m)=(\kappa^TH\kappa)\chi/4$ bounds it below by $2\kappa^TH\kappa\,(1-2a\chi)$, with equality for $\kappa=tx$, $x=H^{-1}m$. There $x^THx=x\cdot m=\chi/4$ and $d^2E/dt^2=\chi(1-2a\chi)$. Among real closed-shell determinants the solution is a local minimum if $2a\chi<1$ and a saddle if $2a\chi>1$. This second-order condition does not exclude a lower state at large charge when $2a\chi<1$. With the leading form of $a$ the condition is
$$\frac{4\pi}{3V}\,e^2R^2\chi<1,\qquad L>L_c=\Big(\frac{4\pi e^2R^2\chi}{3}\Big)^{1/3}.$$
This is the Clausius-Mossotti polarisation catastrophe with $e^2R^2\chi$ in place of $\alpha$. In linear response to a small $\Delta\phi$, $v=\Delta\phi-2aQ$ and $Q=-\chi v$ give $Q=-\chi\Delta\phi/(1-2a\chi)$. An iteration that relaxes the orbitals fully in the potential of the previous charges multiplies the error in $Q$ by $2a\chi$ per cycle. The program tests $\chi$ and the amplification (with $a$ scaled to $2a\chi=0.5$) against perturbed SCF runs, and the curvature against finite rotations. In example A, $-\chi(U_A-U_B)=-10.07\times0.012080=-0.1216$ is about 1% smaller in size than the SCF shift $-0.03504-0.08771=-0.12275$; this $\chi$ belongs to the dimer without MM charges.

**(h) Relate $\chi$ to part (e), and evaluate the condition for example B.**

*Solution.* Since $c_i^TSc_a=0$, $m_{ia}=c_i^TJc_a$. Split $\varphi_i=\varphi_{iA}+\varphi_{iB}$, and suppose that $g_-=(f_A-f_B)/\|f_A-f_B\|$, with $f_A\approx f_B\approx f$, lies almost wholly in the virtual space; it need not be close to any single canonical virtual orbital. The coupling $c_i^TJg_-$ of an occupied orbital to this direction is then
$$m\approx\frac{\langle f_A|\varphi_{iA}\rangle+\langle f_B|\varphi_{iB}\rangle}{2\|f_A-f_B\|}\approx\frac{\langle f|\varphi_i\rangle}{2\sin\theta_{\min}} .$$
A compact occupied orbital thus couples with strength $\lambda_{\max}-\tfrac12$ times an ordinary overlap. For Löwdin charges, with $n_i\in[0,1]$ the eigenvalues of the projector $\Pi_A$ within the occupied space, completeness gives $\sum m_{ia}^2=\sum_i(n_i-n_i^2)\le N_{\rm occ}/4$, so $\chi\le N_{\rm occ}/h_{\min}$, with $h_{\min}$ the lowest eigenvalue of $H$. For ESP charges $W_A$ represents a fixed function and depends on the basis only through its span. On a distant sphere $u_k\to-R\cos\vartheta_k/r^2$, the fit returns $eQ=-\mu_z/R$, and $e^2R^2\chi\to\alpha$.

| $\zeta$ | $\alpha$ | $e^2R^2\chi$ | $2a\chi$ Mull. | Löwdin | ESP | $L_c$ |
|---|---|---|---|---|---|---|
| none | 148 | 252 | 0.041 | 0.011 | 0.024 | 10 |
| 0.04 | 179 | 2650 | 0.43 | 0.015 | 0.029 | 22 |
| 0.02 | 177 | 10500 | 1.70 | 0.015 | 0.028 | 35 |
| 0.01 | 166 | 37200 | 6.0 | 0.013 | 0.026 | 54 |
| 0.005 | 158 | 117000 | 18.9 | 0.011 | 0.025 | 79 |

Here $\alpha$ and the Mulliken $e^2R^2\chi$ are in bohr$^3$ and $L_c$ in bohr; the ESP fit uses 50 points on a sphere of radius 9 bohr, and the smallest $L_c$ is rough because $R/L_c$ is not small. For $\zeta=0.005$: $2a\chi=2(2.0197\times10^{-3})(4689)=18.9$ and $L_c=(4\pi\times117234/3)^{1/3}=78.9$. The RHF energy varies by less than $0.006$ hartree and $\alpha$ by about 20% of its smallest value, while the Mulliken $\chi$ grows by a factor $4689/10.07\approx470$. The ratio $4\pi\alpha/3V$ built from the true dipole operator is $0.023$ to $0.028$, close to the ESP column. These $\alpha$ are not converged in the basis: aug-cc-pVTZ gives 181 bohr$^3$ at the RHF level (ratio $0.028$), so the 6-31G value is 18% low. The quotient $\chi/(\lambda_{\max}-\tfrac12)^2$ falls from 6.0 to 1.4 hartree$^{-1}$ between $\zeta=0.04$ and $0.005$; that the shrinking overlap $\langle f|\varphi_i\rangle$ causes this is a conjecture. The model contains no overlap between cells, so that overlap is not what produces the instability. The threshold is already passed at $\zeta=0.02$, where the added $s$ functions on atom B and on the nearest image of atom A, 25 bohr apart, overlap by $e^{-\zeta d^2/2}=0.002$ with $d=25$ bohr. The $p_z$ functions overlap by $|1-\zeta d^2|\,e^{-\zeta d^2/2}=0.022$, and the direction $g_-$ overlaps its own image by about $0.09$. At $\zeta=0.005$ these three overlaps are $0.21$, $0.45$ and $0.30$. For $\zeta\le0.02$ the neglect of overlap between cells at $L=30$ bohr is therefore an assumption of the model, not a property of the basis.

For $\zeta=0.005$ the lowest point found on the rotation along $x$ lies at $0.768$ rad, with $Q_A=-40.75$ on an atom of nuclear charge 4. The image term is $-2.0197\times10^{-3}\times40.75^2=-3.354$ hartree and the real-space cost $0.384$ hartree, a net change of $-2.97$ hartree $=-80.8$ eV; the minimum of the functional lies at least this far below the symmetric state. The Mulliken dipole is $5\times40.75=204\ e\,$bohr and the true dipole $1.08\ e\,$bohr.

The instability is conditional. In the image channel the symmetric solution is locally unstable only while $2a\chi>1$. $L_c$ is the leading-order estimate of the cell size at which $2a\chi=1$, and it is too low where the exact $a$ exceeds its leading form, as it does by 4% at $L=30$ bohr. A cell with $2a\chi<1$ makes the solution a local minimum but does not guarantee that it is the lowest state. By the leading form of $a$, every charge scheme with $\chi>0$ has such an $L_c$, though it may be too small for the neglect of overlap between images to hold. The eigenvalues of $J$ relative to $S$ lie within $\pm1/(2\sin\theta_{\min})$, so completeness gives $\sum_am_{ia}^2\le1/(4\sin^2\theta_{\min})$ and $\chi\le N_{\rm occ}/(h_{\min}\sin^2\theta_{\min})$. A Mulliken $\chi$ far above the Löwdin bound $N_{\rm occ}/h_{\min}$ therefore needs a small principal angle. A larger cell reduces $a$ as $L^{-3}$ but leaves $\chi$ unchanged: for $\zeta=0.005$ the potential difference $0.012$ hartree of example A would give $4689\times0.012\approx56$ charges in linear response, which shows only that the QM-MM part of the Fock term is then far outside the linear regime.

## Computed values

```
R = 5.0 bohr, L = 30.0 bohr, cutoff = 12.0 bohr, Be atoms on z at -R/2 (A), +R/2 (B)
MM charge +0.5 e at [6. 0. 7.] bohr, inside cutoff
MM charge -0.5 e at [ 0. -7. -6.] bohr, inside cutoff
MM charge +0.5 e at [-9.  8. -9.] bohr, outside cutoff
MM charge -0.5 e at [10. -9. 10.] bohr, outside cutoff
omega(0) = -0.0945766 1/bohr, omega(0)*L = -2.837297, omega(R) = -0.0925569 1/bohr
a = 2.019674e-03 hartree/e^2, leading 2 pi R^2/3V = 1.939255e-03
test cell Q=[ 0.9 -0.4], q=[ 0.5 -0.5  0.5 -1. ] e: direct -0.1778989, partition -0.1778989 hartree
A: phi_A = 0.008219, phi_B = -0.003719 hartree/e
A: E real space only = -29.1324248 hartree, Q_A = 0.08771 e
A: E with Ewald SCF = -29.1321062 hartree, Q_A = -0.03504 e
A: U_A = 0.008289, U_B = -0.003790, U_A-U_B = 0.012080 hartree
A: QM-image -2.4796e-06, QM-MM -4.1830e-04 hartree
A: dE = -4.207767e-04 hartree = -0.01145 eV, dE/dkappa = -4.207796e-04 hartree
A: lowering below post-SCF correction = -7.1301e-04 hartree
A: inner-image energy: density 1.3121e-03, Mulliken -1.6681e-04 hartree
A: error terms n=1..4: 1.401e-03 2.420e-05 5.521e-05 -4.377e-09 sum 1.4803e-03 hartree
y=0.1 s pair: lambda-1/2 = 1.6208, Mulliken/true largest dipole = 1.000000
y=0.1 sp pair: lambda-1/2 = 77.504, Mulliken/true largest dipole = 20.824
sp pair (lambda-1/2) y^1.5/sqrt6: y=0.01 1.00001, y=0.02 1.00002, extrapolated 0.99999
B: ESP fit on 50 points, sphere of radius 9 bohr; zeta in 1/bohr^2
zeta  E(hartree) sin_theta_min lambda_max Fock width, gap (hartree; width uses U of A)
none  -29.125317 3.613e-01     1.88  0.0334 0.2860
0.040 -29.130759 1.193e-01     4.69  0.1012 0.2690
0.020 -29.129747 5.581e-02     9.46  0.2165 0.2624
0.010 -29.128114 2.285e-02    22.38  0.5287 0.2573
0.005 -29.126550 8.690e-03    58.03  1.3900 0.2519
zeta alpha(bohr^3) chi(e^2/hartree) R^2chi(bohr^3) 2a*chi: Mul Low ESP; curvature(hartree) Lc(bohr)
none    148.0     10.07     251.8   0.0407 0.0108 0.0241    1.916   10.2
0.040   178.7    106.14    2653.6   0.4287 0.0148 0.0286    0.984   22.3
0.020   176.6    420.71   10517.7   1.6994 0.0149 0.0277   -1.052   35.3
0.010   166.2   1486.73   37168.3   6.0054 0.0129 0.0261   -6.919   53.8
0.005   158.0   4689.34  117233.5  18.9419 0.0114 0.0250  -23.906   78.9
B zeta=0.005: lowest point on rotation, angle 0.768 rad, Q_A = -40.75 e
B: real-space cost 0.3843, image term -3.3545 hartree
B: energy change -2.9701 hartree = -80.82 eV
B: Mulliken dipole 203.77, true dipole 1.08 e*bohr
```
